# Is hafnia's exact Kohn–Sham eigenvalue gap its fundamental gap?

## Question

I need the band gap of hafnia and its band offsets to the electrodes of a ferroelectric capacitor, because they set the barriers for injected electrons and holes. A semilocal density functional gives me a gap that looks too small. A colleague says this is purely a defect of the approximate functional. The argument is that the exact functional gives the exact density, that the density determines everything, and that the exact Kohn–Sham (KS) eigenvalue gap must therefore be the fundamental gap. Is that right? If not, where does the argument break, and could I avoid the problem by adding one electron to a large supercell and taking total-energy differences?

## Answer

The argument does not hold. The exact density does determine the fundamental gap, but not through the difference of two KS eigenvalues. A further term appears when the electron number passes through an integer, and in general it is not zero for an interacting insulator. A large supercell does not recover it if the functional is smooth.

### What the two gaps are

Keep the nuclei fixed and let $E(N)$ be the exact ground-state energy with $N$ electrons. The ionization energy and electron affinity are

$$I=E(N-1)-E(N),\qquad A=E(N)-E(N+1),$$

and the fundamental gap is

$$E_g=I-A=E(N+1)+E(N-1)-2E(N).$$

This is the cost of creating a separated electron and hole, which is what matters for injected carriers. Lattice relaxation around a carrier and the binding of an electron–hole pair in optical absorption are separate effects.

The KS system consists of independent electrons in a local potential $v_s$, chosen to reproduce the interacting density. With highest occupied level $\varepsilon_H$ and lowest empty level $\varepsilon_L$, its gap is $E_{KS}=\varepsilon_L-\varepsilon_H$. Both levels belong to the potential of the $N$-electron state. The fundamental gap also involves the states with $N\pm1$ electrons.

### One site shows the missing term

Take one site with level $\varepsilon$ and repulsion $U>0$ between two electrons on it:

$$E(0)=0,\qquad E(1)=\varepsilon,\qquad E(2)=2\varepsilon+U.$$

At $N=1$ we have $I=-\varepsilon$ and $A=-(\varepsilon+U)$, so $E_g=U$. A spin-independent KS potential gives one level that holds two electrons. At $N=1$ it is half filled, the next electron enters the same level, and $E_{KS}=0$. The whole gap is missing from the eigenvalues.

To see where it went, let the average occupation $n$ be fractional. With no hopping, the energy apart from $\varepsilon n$ is the repulsion. For $n\le1$ we mix zero and one electron, and the repulsion is zero. For $n\ge1$ we mix one electron, with weight $2-n$, and two electrons, with weight $n-1$, and the repulsion is $U(n-1)$. Its slope jumps from $0$ to $U$ at $n=1$. A slope with respect to density is a potential, so the potential jumps by $U$.

### The general derivation

Assume that $E(N)$ is convex in $N$. At average number $N+\delta$, with $0<\delta<1$, the system is a mixture of integer-number states with weights $p_M$. Draw the straight line $\ell$ through the energies at $N$ and $N+1$. By convexity no other integer energy lies below it, so

$$\sum_M p_M E(M)\ \ge\ \sum_M p_M\,\ell(M)=\ell(N+\delta).$$

Mixing the two neighbouring integers reaches this bound. Hence

$$E(N+\delta)=(1-\delta)E(N)+\delta E(N+1),$$

with slope $E(N+1)-E(N)=-A$. Just below $N$ the same reasoning gives the slope $E(N)-E(N-1)=-I$.

I write densities as site values $n_i$; in continuous space sums become integrals. Let $F[n]$ be the least kinetic plus interaction energy of any mixture with density $n$. The ground state in an external potential $v$ minimizes $F[n]+\sum_i v_in_i$ at fixed total number, so with a Lagrange multiplier $\mu$

$$\frac{\partial F}{\partial n_i}+v_i=\mu .$$

The multiplier is the slope of the energy, because

$$\frac{dE}{dN}=\sum_i\left(\frac{\partial F}{\partial n_i}+v_i\right)\frac{dn_i}{dN}=\mu\sum_i\frac{dn_i}{dN}=\mu .$$

Thus $\mu=-I$ just below $N$ and $\mu=-A$ just above.

For independent electrons $F$ is replaced by the kinetic energy $T_s[n]$ and $v$ by $v_s$:

$$\frac{\partial T_s}{\partial n_i}+v_{s,i}=\mu_s .$$

Here the slope is the energy of the level being filled, so $\mu_s=\varepsilon_H$ below $N$ and $\mu_s=\varepsilon_L$ above.

The Hartree-exchange-correlation energy is $E_{Hxc}=F-T_s$. Subtracting the two Euler equations gives its potential:

$$v_{Hxc,i}=\frac{\partial E_{Hxc}}{\partial n_i}=v_{s,i}-v_i+\mu-\mu_s .$$

A constant added to $v_s$ also raises $\mu_s$ and cancels, so one gauge for $v_s$ can be used on both sides of $N$. Let $\delta\to0$. The densities from the two sides meet. I assume a gapped, nondegenerate $N$-electron state, for which the shape of $v_s$ also meets; in continuous space this is meant in any fixed finite region. Then

$$v^-_{Hxc,i}=v_{s,i}-v_i-I-\varepsilon_H,\qquad
v^+_{Hxc,i}=v_{s,i}-v_i-A-\varepsilon_L .$$

The difference is the same at every site:

$$v^+_{Hxc,i}-v^-_{Hxc,i}=(I-A)-(\varepsilon_L-\varepsilon_H).$$

The Hartree potential is a continuous function of the density and does not jump. The constant therefore belongs to exchange and correlation. It is the derivative discontinuity $\Delta_{xc}$, and

$$\boxed{E_g=E_{KS}+\Delta_{xc}}$$

If we fix the absolute potential from the electron-deficient side, $v_s=v+v^-_{Hxc}$, the first of the two expressions gives $\varepsilon_H=-I$. The gap relation then gives

$$\varepsilon_L=-A-\Delta_{xc}.$$

In this convention the highest occupied level is right and the lowest empty level is displaced. That is why the discontinuity seems to belong to adding an electron, although it belongs to crossing the integer.

### Where your colleague's argument breaks

The density fixes the external potential up to a constant. It therefore fixes the Hamiltonian for every electron number, and with it $E_g$. That part is correct. The unsupported step is to read $E_g$ from the KS eigenvalues. A uniform potential shift leaves all orbitals and the $N$-electron density unchanged, so requiring the KS potential to reproduce that density does not fix the step $\Delta_{xc}$. The density does determine $\Delta_{xc}$, but through the interacting energies at $N$ and $N\pm1$, not through the KS eigenvalues alone.

Without interaction $F=T_s$, hence $E_{Hxc}=0$ and $\Delta_{xc}=0$. With interaction the derivation gives no reason for it to vanish. It does not give its size or sign in hafnia either; those need a calculation for the material.

### An insulator that can be solved

To see an extended case, take a ring of $L$ sites, alternately anion-like (A) and cation-like (B), with $N=L$ electrons. It is a model of an ionic insulator, not a fit to hafnia. The hopping is $t=1$ eV, the site energies are $-1.5$ eV on A and $+1.5$ eV on B, a difference $D=3$ eV, two electrons on one site repel with $U=3$ eV, and electrons on neighbouring sites repel with $V=1$ eV.

By symmetry the KS potential has one relevant parameter, the difference $w$ between B and A. For wave number $k$ per site, the amplitudes $a$ and $b$ on the two sublattices obey

$$\varepsilon a=-\frac w2a-2t\cos k\,b,\qquad
\varepsilon b=\frac w2b-2t\cos k\,a .$$

Eliminating them gives $(\varepsilon+w/2)(\varepsilon-w/2)=4t^2\cos^2k$, so

$$\varepsilon=\pm\sqrt{\frac{w^2}{4}+4t^2\cos^2k}.$$

The band edges lie at $\cos k=0$, where the gap is $w$ for $w>0$. There the two equations decouple: the upper edge orbital lives on B and the lower one on A. Periodic rings with $L=4,8$ and antiperiodic rings with $L=6,10$ all contain $k=\pi/2$, so every ring includes the band edge.

Exact diagonalization gives the energies and the density, and the density is inverted numerically to find $w$. For $L=10$ the densities are 1.760 electrons on each A site and 0.240 on each B site, which requires $w=E_{KS}=2.973$ eV. The total energies for 9, 10 and 11 electrons are $-7.0621$, $-5.3156$ and $-0.0621$ eV, so

$$E_g=-0.0621-7.0621+2(5.3156)=3.507\ \text{eV},$$

$$\Delta_{xc}=3.507-2.973=0.534\ \text{eV}.$$

This is 15% of the fundamental gap, although the KS potential reproduces the exact density. The signs of $I$ and $A$ have no physical meaning here, because the model has no vacuum level. A common shift of the site energies changes both equally and leaves $E_g$ alone.

This value of $\Delta_{xc}$ is a difference of gaps. Whether the potential really jumps by that amount can be checked from the functionals. Since $E_v(N)\le F[n]+\sum_iv_in_i$ for every $v$, with equality when $v$ has $n$ as its ground-state density,

$$F[n]=\max_v\left\{E_v(N)-\sum_iv_in_i\right\}.$$

The same construction for independent electrons gives $T_s$. For $L=4$, numerical derivatives of $F-T_s$ on the two sides of $N=4$, extrapolated to the integer, give a jump of 0.5813 eV on A and 0.5813 eV on B. The difference of gaps for that ring is also 0.5813 eV. The jump is uniform and has the predicted size. With the interactions switched off, a six-site ring has a gap of 3 eV and no discontinuity beyond rounding error.

### Why a large supercell does not help

An added electron spreads over the ring. At $L=10$ each B site gains 0.2197 electrons and each A site loses 0.0197, which sums to $5(0.2197-0.0197)=1$. In a larger ring each change is smaller, of order $1/L$. A uniform potential step nevertheless contributes

$$\sum_i\Delta_{xc}\,\delta n_i=\Delta_{xc}\sum_i\delta n_i=\Delta_{xc},$$

since the changes add up to one electron. Dilution does not remove it.

A smooth functional has no such step. Write its energy as $T_s[n]+\sum_iv_in_i+G[n]$, with $G$ smooth and of short range, and expand about the $N$-electron density:

$$G[n+\delta n]=G[n]+\sum_i g_i\,\delta n_i+R,\qquad R\simeq\frac12\sum_{ij}g_{ij}\,\delta n_i\delta n_j .$$

The first-order term, together with $v$, is the functional's own KS potential. In that fixed potential, adding an electron costs $\varepsilon_L$. The remainder $R$ has of order $L$ terms, each of order $1/L^2$, provided the density change stays spread out. Hence

$$E(N+1)-E(N)=\varepsilon_L+O(1/L),\qquad E(N-1)-E(N)=-\varepsilon_H+O(1/L).$$

Adding these shows that the total-energy gap approaches the functional's own eigenvalue gap.

For the ring I used the mean-field choice

$$G=\sum_i\left(\frac U4n_i^2+Vn_in_{i+1}\right).$$

Adding the upper edge orbital without relaxation changes $L/2$ B sites by $2/L$ each and no A site. The $V$ part of $R$ vanishes, and

$$R=\frac U4\cdot\frac L2\cdot\frac4{L^2}=\frac U{2L}.$$

Removing the lower edge orbital costs the same, so the excess over the eigenvalue gap is at most $U/L$; relaxation can lower it. The computed excesses are 0.2967, 0.0742 and 0.0185 eV for $L=10,40,160$. They lie slightly below $U/L$, which is 0.3000, 0.0750 and 0.0188 eV, and fall by a factor of about four at each step.

The exact rings behave differently:

| $L$ | $E_g$ (eV) | $E_{KS}$ (eV) | $\Delta_{xc}$ (eV) |
|---:|---:|---:|---:|
| 4 | 3.638 | 3.057 | 0.581 |
| 6 | 3.541 | 2.995 | 0.546 |
| 8 | 3.514 | 2.978 | 0.537 |
| 10 | 3.507 | 2.973 | 0.534 |

One small ring would not settle the matter, since even the smooth functional has an excess of 0.30 eV at $L=10$. The trend is the evidence. A $1/L$ quantity would fall by 20% from $L=8$ to $L=10$, whereas $\Delta_{xc}$ falls by less than 1%. This supports a finite value near 0.53 eV for long rings of this model, though four sizes are not a proof.

For a charged supercell of real hafnia, the long-range Coulomb interaction and the neutralizing background need their own size corrections. Those corrections do not create a discontinuity that the functional lacks.

### Two errors, not one

An approximate functional can also have the wrong KS gap. Its eigenvalue gap therefore differs from $E_g$ by

$$E_{KS}^{\rm approx}-E_g=\left(E_{KS}^{\rm approx}-E_{KS}\right)-\Delta_{xc}.$$

In the ring the mean-field eigenvalue gap is 3.824 eV. At $L=10$ the first error is $3.824-2.973=0.851$ eV, and the missing discontinuity contributes $-0.534$ eV. The sum is $+0.317$ eV, so this functional overestimates the gap. The size of a gap error alone does not tell you how much comes from $\Delta_{xc}$. Equally, an approximate local potential tuned to give the right gap has not thereby become the exact KS potential.

### What nonlocal exchange changes

Hartree–Fock theory on the same ring shows how a nonlocal potential can give a wider eigenvalue gap than a local potential with the same density. Let $p=\langle c_{i\sigma}^\dagger c_{i+1,\sigma}\rangle$ be the real bond order per spin, with the boundary sign absorbed. With two spins and two hopping directions, the hopping energy per bond is $-4tp$. The exchange energy from $V$ is $-Vp^2$ per spin, or $-2Vp^2$ in all. Varying $p$ gives

$$\delta(-4tp-2Vp^2)=-4(t+Vp)\,\delta p .$$

Exchange thus acts as an enlarged hopping $t_F=t+Vp$. For $L=10$ it is 1.219 eV, and the Hartree–Fock eigenvalue gap is 3.771 eV.

Now ask for a local potential that gives the same density with the original hopping. Multiplying a one-electron Hamiltonian by a positive number leaves its orbitals unchanged, so the density depends on the ratio of site-energy difference to hopping. The local potential difference, and with it the band-edge gap, must be reduced by $t/t_F$:

$$3.771\times\frac{1}{1.219}=3.09\ \text{eV}.$$

Numerical inversion of the Hartree–Fock density confirms this. Two one-electron descriptions with identical densities have gaps that differ by about 0.68 eV. This is more than the exact $\Delta_{xc}$ of 0.534 eV, so the exchange term overshoots here.

The theorem above concerns a local KS potential. A hybrid functional used with its nonlocal exchange operator is a generalized KS scheme, and its eigenvalue gap can contain part of what a local scheme leaves in $\Delta_{xc}$. That does not make it exact: here Hartree–Fock lies 0.26 eV above the exact gap.

### Consequence for your band offsets

Suppose the bulk levels and the electrode Fermi level $E_F$ have been placed on a common energy scale, and neglect interface changes to the carrier energies. The electron barrier is $-A-E_F$. Using instead the exact KS level, in the electron-deficient convention $\varepsilon_H=-I$, gives

$$\varepsilon_L-E_F=(-A-E_F)-\Delta_{xc}.$$

With the valence edge fixed at $-I$, a positive $\Delta_{xc}$ makes the electron barrier too low by that amount and leaves the hole barrier unchanged. This alignment is a convention, and a calculation of the whole interface need not follow it. From the electron-rich side, $v_s=v+v^+_{Hxc}$, the second expression gives $\varepsilon_L=-A$ and $\varepsilon_H=-I+\Delta_{xc}$, and it is the hole barrier that comes out too low. In contact with an electrode the insulator exchanges a little charge with the metal, and the exact KS potential can take either alignment or one in between. In every case the sum of the two KS barriers, $E_{KS}$, falls short of $E_g$ by $\Delta_{xc}$. Assigning the entire gap correction to the conduction band is therefore an extra assumption even for the exact functional, and an approximate functional adds its own errors to both edges.

For hafnia you should therefore calculate electron addition and removal energies, for example with a $GW$ quasiparticle method, or use a hybrid whose two band edges have been checked separately. The 0.53 eV found here belongs to the model and should not be used as a correction for hafnia. The numerical output below gives the ring results in full.

## Numbers as computed

```
Hopping 1.0 eV, site-energy difference 3.0 eV
On-site repulsion 3.0 eV, neighbour repulsion 1.0 eV
Exact rings: L, fundamental gap, KS gap, Delta_xc (eV)
    4  3.6383  3.0569  0.5813
    6  3.5407  2.9945  0.5462
    8  3.5142  2.9775  0.5368
   10  3.5072  2.9728  0.5344
L=10: total energy with 9 electrons = -7.0621 eV
L=10: total energy with 10 electrons = -5.3156 eV
L=10: total energy with 11 electrons = -0.0621 eV
L=10: ionization energy I = -1.7464 eV
L=10: electron affinity A = -5.2536 eV
L=10: density on A = 1.7600 electrons per site
L=10: density on B = 0.2400 electrons per site
L=10: KS potential difference B minus A = 2.9728 eV
L=10: Delta_xc / fundamental gap = 15.2 %
L=10: density change on adding one electron, A site = -0.0197
L=10: density change on adding one electron, B site = 0.2197
L=4: potential jump from functionals, A site = 0.5813 eV
L=4: potential jump from functionals, B site = 0.5813 eV
Noninteracting control, L=6: gap = 3.0000 eV
Noninteracting control: |Delta_xc| = 4.5e-14 eV
Smooth functional: L, total-energy gap, eigenvalue gap, difference (eV)
   10  4.1210  3.8243  0.2967
   40  3.8984  3.8243  0.0742
  160  3.8428  3.8243  0.0185
Hartree-Fock, L=10: enlarged hopping = 1.2187 eV
Hartree-Fock, L=10: eigenvalue gap = 3.7709 eV
Local potential with the same density: gap = 3.0942 eV
```
